Why a standard SRIM range calculation cannot predict a channelling tail

**Question**

I am planning an implant into a single crystal, with the beam along a crystal axis. I have a range profile from a standard SRIM calculation with the right ion, energy, target composition and density. I want to know how much of the dose will channel and how deep it will go. Can I read that from the deep end of the SRIM profile? If not, would a better interatomic potential or better stopping power help, or setting the beam angle in the input to match my wafer?

**Answer**

No, and none of the three remedies helps. The calculation draws each collision partner at random, so the target has the right density but no rows of atoms. Its profile does have a deep edge, but that edge comes from ordinary statistical spread. Channelling comes from correlation between successive collisions, and the random draw removes that correlation.

This can be shown by sending the same ion, with the same forces and drag, through a random and an ordered target. I use Hartree atomic units: lengths in bohr, energies in hartree. The calculations below use a SRIM-type model, not SRIM itself.

**What both targets share: one collision**

Let an ion of mass M1, speed v and energy E = M1v²/2 meet an atom of mass M2 at rest. The impact parameter p is the distance by which the ion would miss the atom if it flew straight on. In the relative motion the reduced mass is μ = M1M2/(M1+M2), and the energy is

E_c = μv²/2 = E M2/(M1+M2).

With r the separation and φ the polar angle, conservation of angular momentum gives μr²(dφ/dt) = μvp, so dφ/dt = vp/r². Putting this into energy conservation gives

(dr/dt)² = v²[1 − V(r)/E_c − p²/r²].

Dividing dφ/dt by dr/dt and counting the inward and outward halves of the path gives the total angle swept. Without a force that angle is π, so the deflection is

θ = π − 2p ∫ dr / {r² √[1 − V(r)/E_c − p²/r²]},

with the integral running from the closest approach to infinity.

The ion's velocity is the centre-of-mass velocity plus M2/(M1+M2) times the relative velocity. The collision turns the relative velocity from v u to v(cosθ u + sinθ e). Here u is the initial direction and e is the perpendicular direction pointing away from the atom. Hence

Δv = v [M2/(M1+M2)] [(cosθ − 1)u + sinθ e].

The atom recoils with momentum M1|Δv|. Since (cosθ − 1)² + sin²θ = 4 sin²(θ/2), the energy it takes is

T = (M1|Δv|)²/(2M2) = [4M1M2/(M1+M2)²] E sin²(θ/2).

For small θ this is proportional to θ². If a given total deflection is shared equally among n gentle collisions, each loss falls as 1/n², and the total loss falls as 1/n. Many gentle pushes therefore cost much less energy than one hard collision.

For V I use the universal screened potential,

V(r) = (Z1Z2/r) Σ c_i exp(−β_i r/a_s),
a_s = 0.88534/(Z1^0.23 + Z2^0.23),

with c = 0.18175, 0.50986, 0.28022, 0.02817 and β = 3.19980, 0.94229, 0.40290, 0.20162.

**The random target**

Let N be the number of atoms per volume. The SRIM-type recipe used here moves the ion a distance a = N^(−1/3) and then gives it one collision. The impact parameter is drawn uniformly over the area of a disc of radius p_max. A cylinder of this radius and length a must contain one atom on average:

N π p_max² a = 1, so π p_max² = a² and p_max = a/√π.

The chance that a collision is closer than some distance p_c is the ratio of two areas,

q = πp_c²/(πp_max²) = πp_c²/a².

The draws are independent, so the chance of no such collision in n flights is

P_n = (1 − q)^n.

For small q, ln(1 − q) ≈ −q. With path length s = na and N = 1/a³, this becomes

P ≈ exp(−nq) = exp(−Nπp_c²s).

As long as the ion keeps moving, P_n contains neither the potential nor the stopping power. Improving either changes what a collision does, but not how often a close one is drawn. Nor does the recipe contain a lattice direction. An ion that has just passed far from one atom gains no protection from the next.

**The crystal**

Now let the ion travel almost parallel to a row of atoms with spacing d, at distance r from it. If it misses one atom by r, it misses the next by nearly the same r. The collisions are correlated, and their small pushes add up in the same direction.

For a fast, distant passage, take the path as straight while the force acts. With dt = dz/v, the transverse momentum gained from one atom is

Δp_⊥ = −(1/v) (d/dr) ∫ V(√(r²+z²)) dz.

Define the potential averaged along the row,

U(r) = (1/d) ∫ V(√(r²+z²)) dz.

Then Δp_⊥ = −(d/v) U′(r). Dividing by the forward momentum M1v, and using M1v² = 2E, gives the change in the small angle ψ between path and row:

Δψ = −d U′(r)/(2E).

Here ψ is positive when the ion moves outward. U falls with distance, so U′ is negative and the push is outward, as it should be for repulsion. If r changes little over one spacing, the separate pushes can be treated as continuous:

dψ/dz = −U′(r)/(2E), dr/dz = ψ.

Multiply the first equation by 2Eψ and replace ψ on the right by dr/dz:

2Eψ dψ/dz = −U′(r) dr/dz,

d/dz [Eψ² + U(r)] = 0.

The sum Eψ² + U(r) is the transverse energy. It is conserved in this model of a rigid row, with E constant and the motion in a plane through the row. The ion turns back where ψ = 0, at a distance r_t given by

U(r_t) = Eψ0² + U(r0),

where r0 and ψ0 are the entry values. An ion entering parallel to a single rigid row has ψ0 = 0, so it cannot come closer than r0. In a full crystal, neighbouring rows and thermal displacements also act on the ion, so this limit is no longer strict. In the random target, the same first miss would guarantee nothing.

The row potential has a closed form. For each exponential term put κ = β_i/a_s and z = r sinh t. Then √(r²+z²) = r cosh t and dz = r cosh t dt, so

∫ exp(−κ√(r²+z²))/√(r²+z²) dz = ∫ exp(−κr cosh t) dt = 2K0(κr),

with K0 the modified Bessel function and both integrals taken from −∞ to ∞. Therefore

U(r) = (2Z1Z2/d) Σ c_i K0(β_i r/a_s).

**A worked case**

I take round model parameters, not a particular material:

- Ion: Z1 = 5, mass 11 u, energy 400 hartree (10.9 keV).
- Target: Z2 = 14, mass 28 u, simple cubic lattice with a = d = 5 bohr.
- Thermal displacement: 0.15 bohr rms in each direction.
- Electronic drag: dE/ds = −γv with γ = 1 atomic unit, the same everywhere.

First, the steering. The row potential is 2.456 hartree at r = 1 bohr and 0.224 hartree at 2.5 bohr. An ion that starts at 2.5 bohr and turns at 1 bohr must have

ψ0 = √[(2.456 − 0.224)/400] = 0.0747 rad = 4.28°.

Following the same ion through separate two-body collisions, from a start midway between two atoms of the row, gives a turning point of 0.990 bohr, about 1% below the prediction. The continuous picture is not obviously safe here. At entry the ion moves 5 × 0.0747 = 0.37 bohr sideways per spacing, while U falls by a factor e over roughly 0.6 bohr, on average between 1 and 2.5 bohr. A likely reason it still works is that the ion moves sideways more and more slowly as it nears the turning point. At much steeper angles the ion crosses the row between atoms, or hits one, and the averaged potential no longer describes it.

Next, the close collisions. For p_c = 1 bohr,

q = π × 1²/5² = 0.1257.

In the random target the chance of avoiding them is 0.8743^20 = 0.068 after 20 flights and 1.5 × 10⁻⁶ after 100. In the aligned crystal the simulated fractions are 0.856 and 0.831.

The row picture accounts for most of this. A parallel beam enters uniformly over the surface, so a fraction 1 − 0.1257 = 0.874 starts more than 1 bohr from every row and should largely stay there. I have not isolated the cause of the small further loss. Thermal displacements are one candidate.

**How deep can a channelled ion go?**

Suppose the drag acts alone. Since E = M1v²/2, we have dE/ds = M1v dv/ds. Setting this equal to −γv gives

dv/ds = −γ/M1, so s_max = M1v0/γ = 4005 bohr (212 nm).

The simulation declares an ion stopped below 1 hartree. At that energy its speed is √(1/400) = 1/20 of the initial speed, so an ion that loses nothing to nuclei stops after

(1 − 1/20) × 4005 ≈ 3805 bohr.

**The depth profiles**

I ran 3000 ions in each of three targets. The third, "scrambled", is the same crystal moved to a random origin before every flight. It keeps the lattice, the density and the way collision partners are found, but breaks the link between one flight and the next. I call an ion part of the tail if it stops deeper than 2.5 times the random-target mean, that is, beyond 1980 bohr (105 nm).

Random: mean 792 bohr, spread 358 bohr, tail 0.03%
Scrambled: mean 781 bohr, spread 357 bohr, tail 0.00%
Crystal: mean 3171 bohr, spread 799 bohr, tail 89.2%

The spread is the standard deviation. Means refer to ions that stay in the target, tail fractions to all incident ions. In nanometres, the mean depth is 42 in the random target and 168 in the aligned crystal.

The scrambled crystal is the decisive case. Its mean agrees with that of the random target to about 1%, and its tail is gone. Potential, drag, density and even the local lattice are those of the channelling crystal. What has been removed is the correlation between flights, so in this model that correlation is what produces the tail.

The energy budget shows how it does so. Ions that stop in the random target lose on average 226 of their 400 hartree to nuclei. Ions in the crystal's tail lose 12. The tail ions therefore spend nearly all their energy on the drag, which is why they approach the limit derived above.

The random profile does have an edge of its own. Its deepest ion reached 2063 bohr, about 3.6 standard deviations beyond the mean, and it is the one ion in 3000 that passed the threshold. Reading that edge as channelling would be wrong in both origin and size.

One feature of the crystal profile is partly an artefact. The 99th percentile and the maximum are both 3805 bohr, so at least 1% of the ions stopped at the drag-only depth. The reason is the cutoff of the forces at p_max = 2.82 bohr. The discs around the rows have total area a² per cell, but they overlap, because 2.82 exceeds half the row spacing. They therefore leave an equal area uncovered in the middle of the channels. Two neighbouring discs overlap in an area 2p_max² arccos(a/(2p_max)) − (a/2)√(4p_max² − a²) = 1.13 bohr². There are two such overlaps per cell, so the uncovered part is 2.26/25, or about 9% of the surface. Ions entering there feel no force at all in the model. In a real crystal they would feel a weak one, so the sharp pile-up should not be taken literally.

**Does setting the beam angle help?**

In a random target a tilt merely turns the cloud of stopped ions relative to the surface, apart from a change in how many ions escape. Far from any surface, the average displacement of the ions lies along the initial beam direction, because every sideways direction is equivalent. If its length is R, the mean depth at tilt α is

⟨z⟩ = R cosα.

For 20° the factor is 0.940, and the simulation gives 0.957. The difference is about 1.5 standard errors. In addition, the rule is not exact near a surface, where 3 to 4% of the ions escape and drop out of the average. No tilt, including zero, can make this target channel.

In the crystal the same tilt changes the profile drastically. The sideways component of the beam points 25° away from a cube edge. This puts the beam 8.3° from the nearest {100} planes and 6.7° from the nearest {110} planes, but only 0.5° from one set of the more closely spaced {120} planes, 0.2° from a set of {130} planes, 0.6° from a set of {122} planes and 0.7° from a ⟨126⟩ axis. The direction is therefore far from the major axes and planes but close to several minor ones. The tail drops from 89.2% to 1.5%, with a statistical error of 0.2 percentage points. The mean becomes 749 bohr, close to the 758 bohr of the tilted random target. A comparison of means would suggest that the random calculation is now adequate.

The deep end says otherwise. The 99th percentile is 2271 bohr in the tilted crystal and 1544 bohr in the tilted random target, where none of the 3000 ions reached the tail. I have not traced how these ions get so deep. Scattering into open channels after entry is one possibility, and guidance along these minor planes or the nearby ⟨126⟩ rows is another. So this tilt suppresses the deep tail without removing it, and agreement in the mean depth is no evidence of agreement in the tail. How much of the tail remains depends on the direction of the tilt as well as on its angle.

**What to use instead**

For an amorphous layer, random collision partners are a reasonable description, and a SRIM-type calculation is the right kind of tool. The same holds for a crystal whose surface has been made amorphous to beyond the depth the ions reach. For a misaligned crystal it may give a useful mean depth, as it does for the tilt tried here. That can fail if the beam still runs along a major plane, and the tail needs a separate check in any case.

For your aligned implant, use a binary-collision code that keeps the actual lattice positions, or molecular dynamics. Give it the beam direction and divergence, the temperature, any surface oxide and the dose. Divergence and an oxide give ions transverse energy before they reach the rows, and accumulated damage puts atoms into the channels. For a well-aligned beam, divergence, oxide and damage all tend to reduce channelling. Temperature can act either way: larger vibrations knock more ions out of the channels, but a hot target may anneal damage during the implant.

For the same reason, do not carry the 89% over to your wafer. It belongs to a perfectly parallel beam entering a clean, undamaged model crystal. My drag is also independent of position, whereas an ion in an open channel meets a different electron density from one near a row, and this shifts the depth of the tail. Two further simplifications are that pushes within one flight are added together, and that the rest of a flight after a hard collision is not searched for more atoms. These may affect the details of the profile. The comparison with the scrambled crystal is less exposed to them, since both crystal runs treat collisions in the same way.

The binned depth distributions of the three untilted runs and the remaining values are in the numerical output below.

Values computed for the example and the checks

```
ion energy: 400 hartree = 10.88 keV
ion speed: 0.1997 a.u.; ions per run: 3000
lattice constant: 5.0 bohr; disc radius: 2.821 bohr
screening length: 0.2697 bohr; drag: 1.0 a.u.
thermal rms: 0.15 bohr; stop energy: 1.0 hartree
row potential at 1 bohr: 2.456 hartree
row potential at 2.5 bohr: 0.224 hartree
entry angle for turning at 1 bohr: 4.28 deg
turning point from separate atoms: 0.990 bohr
close-hit chance per flight (p<1 bohr): 0.1257
no close hit in 20 flights, formula: 6.817e-02
  random simulation: 0.0613
  scrambled simulation: 0.0657
  crystal simulation: 0.8563
no close hit in 100 flights, formula: 1.472e-06
  random simulation: 0.0000
  scrambled simulation: 0.0000
  crystal simulation: 0.8307
drag-only path limit: 4005 bohr = 211.9 nm
random: mean 792, sd 358, median 785, 99% 1596, max 2063 bohr
  tail 0.03 +- 0.03 %, reflected 3.43 %
scrambled: mean 781, sd 357, median 791, 99% 1549, max 1824 bohr
  tail 0.00 +- 0.00 %, reflected 2.73 %
crystal: mean 3171, sd 799, median 3468, 99% 3805, max 3805 bohr
  tail 89.20 +- 0.57 %, reflected 0.13 %
random tilted: mean 758, sd 358, median 754, 99% 1544, max 1886 bohr
  tail 0.00 +- 0.00 %, reflected 4.17 %
crystal tilted: mean 749, sd 440, median 697, 99% 2271, max 3033 bohr
  tail 1.53 +- 0.22 %, reflected 3.40 %
tail threshold: 1980 bohr = 104.8 nm
mean depth random: 41.9 nm; crystal: 167.8 nm
nuclear loss, random target: 226.5 hartree
nuclear loss, crystal tail: 12.4 hartree
tail ions with no close hit in 100: 92.6 %
random tilted/aligned mean: 0.957; cos(20 deg): 0.940
depth bin (bohr): random %, scrambled %, crystal %
  0-500: 21.43, 23.20, 1.30
  500-1000: 46.63, 46.77, 3.47
  1000-1500: 26.43, 25.70, 3.13
  1500-2000: 2.03, 1.60, 2.90
  2000-2500: 0.03, 0.00, 2.77
  2500-3000: 0.00, 0.00, 5.20
  3000-3500: 0.00, 0.00, 37.13
  3500-4000: 0.00, 0.00, 43.97
  4000-4500: 0.00, 0.00, 0.00
```
